\section*{Radiative open-circuit voltage with Gaussian gap disorder or an Urbach tail}

\section*{The cell and the conventions}

A planar solar cell at temperature $T$ has a perfect mirror at its back, so that it exchanges light through its front surface alone. Radiative recombination is the sole loss, and each absorbed photon creates one electron--hole pair. The electron and hole quasi-Fermi levels differ by $qV$, with $q>0$ the elementary charge. Except in part (d), this splitting is the same throughout the cell, which requires transport fast enough to connect all regions.

The absorptance $a(E)$ is the fraction of incident photons of energy $E$ that is absorbed. In the uniform cell it is a step: zero below the gap $E_g$ and one above. A loss is a positive number, the voltage of this uniform cell minus that of the imperfect one. Energies are in eV or meV.

The example has $E_g=1.5$ eV and $T=300$ K, hence $kT=25.852$ meV. The sun is a blackbody at $T_s=5800$ K whose flux is diluted by $f=2.16\times10^{-5}$. These are round model parameters.

\section*{(a) The uniform cell}

\emph{Find the open-circuit voltage in terms of the short-circuit current density $J_{sc}$ and the thermal emission current density $J_0$, and evaluate $J_0$ for a step absorptance.}

\textbf{Solution.} Blackbody radiation has $8\pi E^2/(h^3c^3)$ modes per volume and energy, counting both polarizations. An isotropic gas of photons sends a flux $c/4$ times its density through a surface. The thermal photon flux per energy is therefore
\begin{equation}
\frac{2\pi}{h^3c^2}\,\frac{E^2}{e^{E/kT}-1}.
\end{equation}
In equilibrium the cell emits what it absorbs, which is this flux times $a(E)$. With a splitting $qV$, the Bose factor becomes $1/(e^{(E-qV)/kT}-1)$. If $E-qV\gg kT$ wherever the cell emits, the $-1$ can be dropped, and emission is multiplied by $e^{qV/kT}$:
\begin{equation}
J_{\rm em}=J_0e^{qV/kT},\qquad
J_0=\frac{2\pi q}{h^3c^2}\int_0^\infty a(E)E^2e^{-E/kT}\,dE .
\end{equation}
The sun supplies
\begin{equation}
J_{sc}=\frac{2\pi qf}{h^3c^2}\int_0^\infty \frac{a(E)E^2}{e^{E/kT_s}-1}\,dE .
\end{equation}
Absorption of ambient thermal light adds $J_0$, which is negligible beside $J_{sc}$. At open circuit $J_{sc}=J_0e^{qV/kT}$, so
\begin{equation}
V=\frac{kT}{q}\ln\frac{J_{sc}}{J_0}. \label{voc}
\end{equation}
For the step, put $E=E_g+y$ and use $\int_0^\infty y^ne^{-y/kT}dy=n!(kT)^{n+1}$:
\begin{align}
\int_{E_g}^\infty E^2e^{-E/kT}dE
&=e^{-E_g/kT}\int_0^\infty(E_g^2+2E_gy+y^2)e^{-y/kT}dy\nonumber\\
&=kT\,Q(E_g)\,e^{-E_g/kT},\\
Q(G)&=G^2+2GkT+2(kT)^2 .\nonumber
\end{align}
In the example $J_{sc}=36.80$ and $J_0=6.031\times10^{-20}$ mA/cm$^2$. The logarithm of their ratio is $47.86$, and $V=25.852\times47.86$ mV $=1237.3$ mV.

\section*{(b) A distribution of local gaps}

\emph{The area is now divided into domains, each with a step absorptance at its own gap $G$. The gaps are Gaussian with mean $E_g$ and standard deviation $\sigma$. By what factor does $J_0$ change?}

\textbf{Solution.} The domains lie side by side and are large enough to have gaps of their own. The absorptance of the whole is the fraction of area with $G<E$,
\begin{equation}
a(E)=\frac12\,{\rm erfc}\!\left(\frac{E_g-E}{\sqrt2\,\sigma}\right).
\end{equation}
Since $J_0$ is linear in $a$, it is also the average of the local $J_0(G)\propto Q(G)e^{-G/kT}$. With $G=E_g+y$, the exponent of the Gaussian times the Boltzmann factor is
\begin{equation}
-\frac{y^2}{2\sigma^2}-\frac{y}{kT}-\frac{E_g}{kT}
=-\frac{(y+\sigma^2/kT)^2}{2\sigma^2}
+\frac{\sigma^2}{2(kT)^2}-\frac{E_g}{kT}.
\end{equation}
Expanding the square on the right confirms this: its cross term is $-y/kT$, and its constant $-\sigma^2/2(kT)^2$ is cancelled by the second term. The weight is thus again a Gaussian of width $\sigma$, with its centre moved to
\begin{equation}
m=E_g-\frac{\sigma^2}{kT}.
\end{equation}
For this shifted Gaussian $\langle G\rangle=m$ and $\langle G^2\rangle=m^2+\sigma^2$. Let $s=\sigma/kT$ and $u=E_g/kT$, so that $m/kT=u-s^2$. Then
\begin{align}
\frac{\langle Q\rangle}{(kT)^2}
&=(u-s^2)^2+s^2+2(u-s^2)+2\nonumber\\
&=u^2+2u+2-2us^2+s^4-s^2,
\end{align}
and division by $Q(E_g)/(kT)^2=u^2+2u+2$ gives
\begin{equation}
\frac{J_0^{(\sigma)}}{J_0}=e^{s^2/2}P,\qquad
P=1+\frac{-2us^2+s^4-s^2}{u^2+2u+2}. \label{gaussratio}
\end{equation}
The Gaussian formally includes negative gaps. Their weight is negligible if $m\gg\sigma$.

\section*{(c) The voltage of the connected domains}

\emph{Find the loss to leading order and its first correction. Which domains emit, and when does the result fail?}

\textbf{Solution.} Inserting \eqref{gaussratio} into \eqref{voc} gives
\begin{equation}
\Delta V=\frac{\sigma^2}{2qkT}+\frac{kT}{q}\ln P
-\frac{kT}{q}\ln\frac{J_{sc}^{(\sigma)}}{J_{sc}}. \label{gaussloss}
\end{equation}
The first term comes from $kT\,s^2/2$. For $u\gg1$ and $s^2\ll u$, $\ln P\simeq-2s^2/u$, so the second term is $-2\sigma^2/(qE_g)$. Relative to the first it is $-4kT/E_g$, or $-7\%$ here. It has this sign because the low-gap domains emit at smaller $E$, where there are fewer photon modes. The third term is small because the part of $J_{sc}(G)$ linear in $G-E_g$ averages to zero. At $\sigma=40$ meV a domain one $\sigma$ below the mean gains $4\%$ in current, worth about $1$ mV, but the averaged term is only $-0.02$ mV.

For $\sigma=40$ meV the leading loss is $1600/(2\times25.852)=30.9$ mV. With $u=58.02$ and $s^2=2.394$, equation \eqref{gaussratio} gives $P=0.921$, and $25.852\ln P=-2.1$ mV. The sum, $28.8$ mV, agrees with direct integration of the averaged absorptance. At $\sigma=20$ meV the direct loss is $7.2$ mV, a quarter of this, as the square law requires.

The emission comes mainly from domains near $m=1.4381$ eV, although the average gap is $1.5$ eV. The factor $Q$ moves the mean slightly. For a Gaussian, integration by parts gives $\langle(G-m)Q\rangle=\sigma^2\langle Q'\rangle$, so the emission-weighted gap is
\begin{equation}
\frac{\langle GQ\rangle}{\langle Q\rangle}
=m+\sigma^2\frac{2m+2kT}{m^2+\sigma^2+2mkT+2(kT)^2}.
\end{equation}
This is $1.4403$ eV, in agreement with a sum over individual domains.

These domains must lie well above the splitting: $m-qV$ must be large compared with both $\sigma$ and $kT$. Here $m-qV=5.7\,\sigma$. With wider disorder, domains with $G<qV$ would matter. Their populations would be inverted near the gap, and Boltzmann emission would no longer describe them. The leading term of the loss grows as $1/T$ on cooling at fixed $\sigma$. But $m$ falls while $qV$ rises toward it: for $\sigma=40$ meV the margin $m-qV$ is only $3.0\,\sigma$ at $200$ K. The formula therefore cannot be continued to $T\to0$.

\section*{(d) Isolated domains}

\emph{Suppose that carriers cannot pass between domains, and each reaches its own open-circuit voltage. How does the mean of the local voltages compare with that of the uniform cell?}

\textbf{Solution.} Let $V(G)$ be the voltage \eqref{voc} for gap $G$. To second order in $\sigma$,
\begin{equation}
\langle V(G)\rangle-V(E_g)=\frac{\sigma^2}{2}V''(E_g),
\end{equation}
since the linear term averages to zero. From part (a),
\begin{equation}
qV(G)=G+kT\left[\ln J_{sc}(G)-\ln Q(G)\right]+{\rm const}.
\end{equation}
The large term $G$ is linear and has no second derivative. For $E_g\gg kT$, $-\ln Q\simeq-2\ln G$ contributes $2kT/E_g^2$ to $qV''$, which raises the mean voltage by about $kT\sigma^2/(qE_g^2)=0.02$ mV at $\sigma=40$ meV. The solar term, $kT(\ln J_{sc})''=kT[J_{sc}''/J_{sc}-(J_{sc}'/J_{sc})^2]$, is negative in this example and lowers the mean by a little under $0.01$ mV. Together they give a mean increase of $0.01$ mV, against a loss of $28.8$ mV for connected domains.

The spread of gaps thus costs voltage when carriers share one splitting: low-gap domains then emit strongly at a voltage set by the whole cell. The mean used here is a local average, not the terminal voltage of a particular wiring.

\section*{(e) A weak Urbach tail}

\emph{Return to a single gap, but let the absorptance below it be $a(E)=e^{(E-E_g)/E_U}$, with $E_U<kT$. Find the loss with the factor $E^2$ held at $E_g^2$ and $J_{sc}$ unchanged. What share of the light is emitted below the gap?}

\textbf{Solution.} Above the gap the emission integral is $E_g^2kTe^{-E_g/kT}$. Below it, put $E=E_g-t$:
\begin{equation}
E_g^2e^{-E_g/kT}\int_0^\infty e^{-t/E_U+t/kT}dt
=E_g^2e^{-E_g/kT}\,\ell,\qquad
\ell=\frac{E_UkT}{kT-E_U}.
\end{equation}
The absorptance falls with $t$ while the Boltzmann factor rises. The tail emission therefore extends a depth $\ell$, which is larger than $E_U$. The lower limit may be taken to $-\infty$ in $E$ if $\ell\ll E_g$, and Boltzmann occupation also needs $\ell\ll E_g-qV$. Dividing the total by the part above the gap,
\begin{equation}
\frac{J_0^{(U)}}{J_0}=1+\frac{E_U}{kT-E_U}=\frac1{1-E_U/kT},
\end{equation}
\begin{equation}
\Delta V=-\frac{kT}{q}\ln\left(1-\frac{E_U}{kT}\right). \label{weak}
\end{equation}
The share emitted below the gap is $\ell/(kT+\ell)=E_U/kT$. For $E_U\ll kT$, $\Delta V\simeq E_U/q$.

Keeping $E^2=(E_g-t)^2$ replaces $E_g^2\ell$ by $E_g^2\ell-2E_g\ell^2+2\ell^3$, and $E_g^2kT$ by $kT\,Q(E_g)$. At $E_U=15$ meV this lowers the ratio of the $J_0$ values from $2.38$ to $2.27$.

Equation \eqref{weak} diverges as $E_U\to kT$. But $\ell$ diverges too, so the condition $\ell\ll E_g-qV$ has failed first.

\section*{(f) The tail at $E_U=kT$}

\emph{Replace Boltzmann occupation by symmetric Fermi occupation of the states joined by each transition. Keep $E^2=E_g^2$ and a fixed solar photon flux. Is the loss at $E_U=kT$ infinite?}

\textbf{Solution.} Let $x=(E-qV)/kT$. By symmetry, the electron occupation of the upper state and the hole occupation of the lower state are both $n=1/(e^{x/2}+1)$. Emission is proportional to $n^2$, and absorption less stimulated emission to $(1-n)^2-n^2=1-2n$. Their ratio is
\begin{equation}
\frac{n^2}{1-2n}=\frac1{(e^{x/2}+1)(e^{x/2}-1)}=\frac1{e^x-1},
\end{equation}
the Bose factor required by detailed balance. In the tail near $qV$ absorption is weak, so the absorptance is linear in the absorption strength and becomes $a(E)(1-2n)$. The emission is then proportional to
\begin{equation}
a(E)(1-2n)\frac{E^2}{e^x-1}=\frac{a(E)E^2}{(e^{x/2}+1)^2},
\end{equation}
which is finite at $E=qV$. Near and above the gap $x\gg1$, and the Boltzmann form returns. The small reduction of solar absorption by filled states is neglected.

Define $d=(E_g-qV)/kT$ and $p=kT/E_U$. Then $(E-E_g)/E_U=p(x-d)$. In units of $kT\,E_g^2$, the emission above the gap is $\int_d^\infty e^{-x}dx=e^{-d}$. Without a tail this alone balances the sun; call the solution $d_0$, so that the solar flux in the same units is $e^{-d_0}$. With the tail,
\begin{equation}
e^{-d}+e^{-pd}\int_{-\infty}^{d}\frac{e^{px}}{(e^{x/2}+1)^2}dx=e^{-d_0}. \label{balance}
\end{equation}
The lower limit is harmless because the integrand decays below $qV$. For $p=1$ put $w=e^{x/2}$, $dx=2\,dw/w$, and $W=e^{d/2}$:
\begin{align}
\int_{-\infty}^{d}\frac{e^xdx}{(e^{x/2}+1)^2}
&=2\int_0^W\frac{w\,dw}{(1+w)^2}\nonumber\\
&=2\left[\ln(1+W)+\frac1{1+W}-1\right]\simeq d-2,
\end{align}
for $W\gg1$. Equation \eqref{balance} becomes
\begin{equation}
(d-1)e^{-d}=e^{-d_0},\qquad
\Delta V=\frac{kT}{q}(d-d_0)=\frac{kT}{q}\ln(d-1).
\end{equation}
The loss is finite. Between $qV$ and $E_g$ the falling absorptance and the rising occupation cancel, so the emission is nearly even from the gap down to about $6kT$ above $qV$. Closer to $qV$ the occupation begins to saturate: the emission falls to a quarter of its plateau value at $qV$ and dies out below it. This is why the integral is $d-2$ rather than $d$.

In the example $d_0=10.128$. The tail-free cell of this constant-$E^2$ model has $qV=E_g-kT\,d_0=1238.2$ meV, slightly above the value of part (a), and the losses here and in part (g) are measured from it. The solution is $d=12.577$. The loss is $25.852\times2.449=63.3$ mV.

This occupation factor assumes weak absorption, so it does not describe the opaque domains of part (c). For those the Bose factor applies, and its correction to Boltzmann emission is of relative order $e^{-x}$ rather than $2e^{-x/2}$, with the opposite sign. Even if the larger factor is used, the loss for $\sigma=40$ meV changes only from $28.8$ to $28.5$ mV.

\section*{(g) A tail broader than $kT$}

\emph{Solve the same balance for $E_U>kT$, far enough above $kT$ that $(1-p)d\gg1$. How does the voltage depend on the solar flux?}

\textbf{Solution.} Now $p<1$. For large $x$ the integrand in \eqref{balance} decays as $e^{-(1-p)x}$, so its upper limit can be moved to infinity. The part thus added and the separate term $e^{-d}$ are both small, by a factor of order $e^{-(1-p)d}$, compared with what is kept. With $w=e^{x/2}$ again,
\begin{align}
I(p)&=2\int_0^\infty\frac{w^{2p-1}}{(1+w)^2}dw
=2\,\Gamma(2p)\Gamma(2-2p)\nonumber\\
&=2(1-2p)\Gamma(2p)\Gamma(1-2p)
=\frac{2\pi(1-2p)}{\sin(2\pi p)}.
\end{align}
The steps use the beta integral, $\Gamma(z+1)=z\Gamma(z)$ and the reflection formula. At $p=1/2$ the limit is $2$. The balance $I(p)e^{-pd}=e^{-d_0}$ gives $pd=d_0+\ln I(p)$, or
\begin{equation}
E_g-qV=E_U\left[d_0+\ln I(p)\right]. \label{broad}
\end{equation}
Without a tail the deficit is $E_g-qV=kT\,d_0$. The scale $kT$ has been replaced by $E_U$, and this multiplies a number of order ten. This result rests on the symmetric occupation of part (f), in which both states of a transition move into the gap together.

For $E_U=40$ meV, $I=2.312$ and the deficit is $40\times(10.128+0.838)=438.6$ meV. The voltage is $1061.4$ mV, and the loss from the tail-free value $1238.2$ mV of the same model is $176.8$ mV.

Since $d_0$ is minus the logarithm of the solar flux plus a constant, a tenfold increase of the flux raises $qV$ by $E_U\ln10$ in this regime of the constant-$E^2$ model, $92$ meV at $E_U=40$ meV. With $E^2$ kept the rise is about $87$ meV, because the emission follows $qV$ upward into more photon modes. Without a tail the rise is $kT\ln10$.

\section*{(h) Is $E_U=kT$ a catastrophe?}

\emph{Restore the factor $E^2$ and the extra sunlight absorbed by the tail, solve the balance numerically, and judge what happens as $E_U$ passes $kT$.}

\textbf{Solution.} The complete balance, still with the occupations of part (f), gives the following losses, measured from the uniform cell treated with the same occupations ($1237.5$ mV):

\begin{center}
\begin{tabular}{cccc}
$E_U$ & loss & share emitted & mean photon\\
(meV) & (mV) & below $E_g$ & energy (eV)\\
\hline
10 & 11.8 & 0.37 & 1.511\\
15 & 20.6 & 0.56 & 1.494\\
20 & 33.5 & 0.73 & 1.459\\
25.85 & 56.9 & 0.89 & 1.385\\
30 & 79.8 & 0.96 & 1.315\\
40 & 152.4 & 1.00 & 1.154
\end{tabular}
\end{center}

The losses are smaller than those of the constant-$E^2$ model, for example $57$ instead of $63$ mV at $E_U=kT$ and $152$ instead of $177$ mV at $40$ meV. Both restored effects act in this direction: the tail emits into fewer photon modes than assumed, and it absorbs some additional sunlight. The last digit of the losses depends on the model: the weak-absorption factor $1-2n$ is applied here also above the gap, where the cell is opaque, and letting the absorptance saturate lowers the losses by $0.1$ to $0.2$ mV.

There is no jump at $kT$. From 10 to 15 meV, each added meV of $E_U$ costs on average $1.8$ mV; from 20 meV to $kT$ it costs $4.0$ mV, and from 30 to 40 meV $7.3$ mV. The divergence of \eqref{weak} marks the end of the weak-tail approximation, and the voltage itself passes smoothly through it.

What changes is the regime. Well below $kT$ the emission stays near the gap and the loss is a fraction of $kT/q$ or about that size. Well above $kT$ the emission follows the splitting down: at $40$ meV the mean photon lies $0.35$ eV below the gap but $0.07$ eV above $qV=1.085$ eV. Within the symmetric-occupation model the word catastrophic is justified in this sense, that the scale of the deficit is then $E_U$ rather than $kT$, as in \eqref{broad}. That formula belongs to the constant-$E^2$ model and overestimates the deficit of the complete balance: $439$ against $415$ meV at $E_U=40$ meV.

A Gaussian distribution has no such threshold in $\sigma/kT$, because its tail falls faster than any exponential and the integral in part (b) converges for every $\sigma$. Its limit is the one found in part (c), where the emitting domains approach $qV$.

The results for $E_U\gtrsim kT$ depend on how the splitting is shared between the two states, which $a(E)$ alone does not fix. Suppose the tail lies in the valence band only, so that the upper state stays at the conduction-band edge, and the two quasi-Fermi levels are equally far from their band edges. The tail emission then goes as $e^{-d/2}e^{-pd/2}$ instead of $e^{-pd}$. At $E_U=40$ meV the constant-$E^2$ loss is about $94$ mV instead of $177$ mV, and a tenfold flux raises $qV$ by about $73$ meV instead of $92$ meV. If doping pins the hole level, the rise returns to about $kT\ln10$.

All these losses belong to the radiative limit. The tail states were assumed to share the quasi-Fermi levels of the bands and to recombine radiatively; nonradiative recombination through them would lower the voltage further. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Mean gap: 1.500 eV; cell temperature: 300 K
Sun temperature: 5800 K; dilution: 2.16e-05
Cell kT: 25.852 meV
Uniform cell short-circuit current: 36.80 mA/cm^2
Uniform cell J0: 6.031e-20 mA/cm^2
Uniform cell voltage, dilute occupation: 1237.29 mV
Uniform cell voltage, Fermi occupation: 1237.50 mV
Gaussian disorder: losses relative to the uniform cell
 sigma 10 meV: leading 1.93, corrected 1.80 mV
   direct dilute 1.80, Fermi occupation 1.79 mV
 sigma 20 meV: leading 7.74, corrected 7.21 mV
   direct dilute 7.21, Fermi occupation 7.16 mV
 sigma 30 meV: leading 17.41, corrected 16.22 mV
   direct dilute 16.21, Fermi occupation 16.08 mV
 sigma 40 meV: leading 30.95, corrected 28.82 mV
   direct dilute 28.81, Fermi occupation 28.51 mV
For sigma 40 meV, gap minus sigma^2/kT: 1.4381 eV
 emission-weighted mean domain gap: 1.4403 eV
 shifted gap minus qV, in units of sigma: 5.74
 mean voltage loss if domains are isolated: -0.010 mV
Urbach 15 meV, J0 ratio with E^2 kept: 2.2733
 J0 ratio with E^2 constant: 2.3822
Constant-E^2 model: d0 10.128, d at EU=kT 12.577
 I(p) for EU 40 meV: 2.3121
 EU 10.00 meV: loss by formula 12.64 mV
   voltage by formula 1225.53, by balance 1225.78 mV
 EU 25.85 meV: loss by formula 63.31 mV
   voltage by formula 1174.87, by balance 1174.85 mV
 EU 40.00 meV: loss by formula 176.81 mV
   voltage by formula 1061.36, by balance 1061.44 mV
 EU 10 meV: share below gap 0.3850, EU/kT 0.3868
Urbach tail: complete balance with E^2 and changed solar absorption
 EU 10.00 meV: voltage 1225.7, loss 11.78 mV
   share below gap 0.372, mean photon 1.5109 eV
 EU 15.00 meV: voltage 1216.9, loss 20.64 mV
   share below gap 0.556, mean photon 1.4935 eV
 EU 20.00 meV: voltage 1204.0, loss 33.52 mV
   share below gap 0.731, mean photon 1.4591 eV
 EU 25.85 meV: voltage 1180.6, loss 56.86 mV
   share below gap 0.892, mean photon 1.3846 eV
 EU 30.00 meV: voltage 1157.7, loss 79.83 mV
   share below gap 0.956, mean photon 1.3152 eV
 EU 40.00 meV: voltage 1085.1, loss 152.38 mV
   share below gap 0.997, mean photon 1.1544 eV
\end{verbatim}
